# Neutral flux at the bottom of an etched feature: Coburn-Winters balance

## Definitions and conventions

A hole or trench with straight vertical walls is open to a low-pressure gas at its mouth and closed by a flat bottom. Mouth and bottom have the same area $A$. Neutral reactive particles enter, bounce between the surfaces, and either react at the bottom or leave again through the mouth.

- $v_t$ is the flux entering through the mouth: particles per area and time. It is uniform over the mouth and has the cosine distribution of directions that belongs to an isotropic gas.
- $v_b$ is the flux striking the bottom, averaged over its area. Every strike counts, so one particle may contribute several times.
- $K$ is the transmission probability: the chance that a particle entering the mouth reaches the bottom before it leaves again.
- $s$ is the reaction probability per strike on the bottom. With probability $q=1-s$ the particle is re-emitted.

The quantity sought is $v_b/v_t$. An open surface beside the feature receives the flux $v_t$. If $s$ is the same there, $v_b/v_t$ is also the ratio of the two etch rates.

The assumptions are these. Particles do not collide with one another inside the feature. The state is steady. The walls are inert: they re-emit every particle that strikes them. Walls and bottom re-emit diffusely, with the cosine distribution and no memory of the incoming direction. The probability $s$ does not depend on the flux. Finally, re-emission is uniform over the bottom. This last condition is dropped later, and its effect is calculated.

## Transmission is the same in both directions

The balance needs the probability that a particle re-emitted from the bottom escapes through the mouth. Consider two surface elements $dA_1$ and $dA_2$ in view of each other at distance $d_{12}$, with angles $\theta_1,\theta_2$ between the connecting line and their normals. For unit emitted flux, the number of particles passing from the first to the second per unit time is
$$\frac{\cos\theta_1\cos\theta_2}{\pi d_{12}^2}\,dA_1\,dA_2 .$$
Exchanging the labels 1 and 2 leaves this unchanged.

A path from mouth to bottom by way of the walls contributes a product of such factors, one for each flight. Inert walls add no loss factor. The reversed path has the same product. Summing over all paths gives a symmetric exchange between each mouth element and each bottom element.

Let $e(\mathbf r)$ be the probability that a particle emitted from the bottom point $\mathbf r$ escapes before returning to the bottom. By this symmetry, $e(\mathbf r)$ is also the first-strike flux at $\mathbf r$ caused by unit flux through the mouth. The total first-strike rate is $KA$ for unit mouth flux, so the bottom average of $e$ is
$$\langle e\rangle=K .$$
Equal end areas matter here. With them, a particle emitted uniformly from the bottom escapes with the same probability $K$ with which an entering particle gets in.

## The balance

Particles strike the bottom for one of two reasons. Some have just come from the mouth, at the rate $Kv_t$ per area. Others were re-emitted from the bottom, at the rate $(1-s)v_b$, and a fraction $1-K$ of these returns. Hence
$$v_b=Kv_t+(1-K)(1-s)v_b .$$
Collect the terms in $v_b$ on the left:
$$\left[1-(1-K)(1-s)\right]v_b=Kv_t .$$
The product is $(1-K)(1-s)=1-K-s+Ks$, so the bracket is
$$D\equiv K+s-Ks .$$
Therefore
$$\boxed{\frac{v_b}{v_t}=\frac{K}{K+s-Ks}}$$

The same result follows from what crosses the mouth. The inflow $v_t$ must equal the reaction loss $sv_b$, plus the entering particles that turn back before reaching the bottom, $(1-K)v_t$, plus the escaping re-emitted particles, $K(1-s)v_b$. Subtracting $(1-K)v_t$ from both sides gives
$$Kv_t=\left[s+K(1-s)\right]v_b=Dv_b .$$

One can also count strikes. An entering particle makes a first strike with probability $K$. After any strike, another follows if the particle is re-emitted and returns, with probability $(1-s)(1-K)$. The mean number of strikes per entering particle is
$$K\sum_{n=0}^{\infty}\left[(1-s)(1-K)\right]^n=\frac{K}{1-(1-s)(1-K)}=\frac KD .$$
Since mouth and bottom have equal areas, this number is $v_b/v_t$.

## Limits and meaning

Divide $D$ by $K$ to obtain the inverse ratio:
$$\frac{v_t}{v_b}=1+s\left(\frac1K-1\right).$$
For $0<K<1$ the right side grows with $s$ and falls with $K$. A more reactive bottom or a less transmitting feature therefore lowers $v_b/v_t$.

For $s\to0$ the ratio tends to 1, however narrow the feature. Nothing is consumed, so the gas inside comes to equilibrium with the gas outside. Low transmission hinders escape as much as entry.

For $s=1$ the ratio is $K$. Each particle strikes the bottom at most once.

For $K\ll s$ the term $K(1-s)$ in $D=s+K(1-s)$ is negligible and
$$\frac{v_b}{v_t}\simeq\frac Ks .$$
The reaction rate per area, $sv_b$, then tends to $Kv_t$ and no longer depends on $s$: transport sets the etch rate.

The ratio equals one half when $s(1/K-1)=1$, that is, when $s=K/(1-K)$. This is possible only for $K\le1/2$, since $s$ cannot exceed 1. For a cylinder ten diameters deep, $K=0.1093$, and this gives $s=0.1093/0.8907\simeq0.12$.

## When the bottom is not struck uniformly

In a real hole the escape probability differs between the centre and the edge of the bottom. Measure fluxes in units of $v_t$, let $I(\mathbf r)$ be the local flux on the bottom, and define
$$\langle f,g\rangle=\frac1A\int f(\mathbf r)g(\mathbf r)\,dA .$$
Let $R$ be the operator that turns an emitted flux on the bottom into the flux returning there. The local balance is
$$I=e+qRI .$$

By the path argument $R$ is symmetric. A particle leaving $\mathbf r$ either returns or escapes, so $R1=1-e$, where 1 also denotes the constant function. A flat bottom cannot see itself, so every return goes by way of the walls. With $E$ for exchange from bottom to wall and $W$ for exchange from wall to wall,
$$R=E^{T}(1+W+W^2+\cdots)E=E^{T}(1-W)^{-1}E .$$
The walls lose particles through the open ends, so the symmetric operator $W$ has norm below 1 and $(1-W)^{-1}$ is positive. Thus $R$ has no negative eigenvalues. None exceeds 1, because no emitted particle returns with probability above 1.

**An upper bound.** Take $0<s\le1$. Inserting $e=(1-R)1$ into the local balance gives
$$\langle I\rangle=\langle1,(1-qR)^{-1}(1-R)1\rangle .$$
With the bottom divided into finitely many elements, $R$ is a symmetric matrix. Expand the constant function in its normalized eigenfunctions $\phi_n$ with eigenvalues $\lambda_n$. (In the continuum limit the edge where bottom meets wall gives $R$ a continuous band of spectrum. The sums below then become integrals over a positive weight of total 1, and the argument is unchanged.) The weights $p_n=\langle1,\phi_n\rangle^2$ add up to $\langle1,1\rangle=1$, and
$$\sum_np_n\lambda_n=\langle1,R1\rangle=1-K .$$
The mean flux becomes
$$\langle I\rangle=\sum_np_nh(\lambda_n),\qquad h(\lambda)=\frac{1-\lambda}{1-q\lambda}.$$
Differentiate twice:
$$h'=\frac{-(1-q\lambda)+q(1-\lambda)}{(1-q\lambda)^2}=-\frac{s}{(1-q\lambda)^2},\qquad h''=-\frac{2qs}{(1-q\lambda)^3}\le0 .$$
The function is concave, so its average cannot exceed its value at the average argument (Jensen's inequality):
$$\langle I\rangle\le h(1-K)=\frac{K}{1-q(1-K)}=\frac KD .$$
The boxed formula is therefore an upper bound when the bottom is resolved point by point. It is exact at $s=1$, where $I=e$. It is exact at $s=0$, where $I=1$ solves the balance because $e+R1=1$. It is also exact if $e$ is constant.

**The size of the deficit.** Write $e=K+\varepsilon$ and $I=I_0+\delta$, where $\varepsilon$ and $\delta$ have zero mean. Since $R1=1-K-\varepsilon$ and $R$ is symmetric, the mean of the local balance is
$$I_0=K+q(1-K)I_0-q\langle\varepsilon,\delta\rangle ,$$
or $DI_0=K-q\langle\varepsilon,\delta\rangle$. Let $R'$ be $R$ restricted to zero-mean functions. The zero-mean part of the balance is
$$\delta=\varepsilon-qI_0\varepsilon+qR'\delta ,$$
so $\delta=(1-qI_0)(1-qR')^{-1}\varepsilon$. With
$$V=q\langle\varepsilon,(1-qR')^{-1}\varepsilon\rangle$$
the mean equation becomes $DI_0=K-V(1-qI_0)$, which gives
$$I_0=\frac{K-V}{D-qV}.$$
Subtract this from $K/D$:
$$\Delta=\frac{K(D-qV)-D(K-V)}{D(D-qV)}=\frac{V(D-qK)}{D(D-qV)}=\frac{sV}{D(D-qV)},$$
since $D-qK=K+s-Ks-K+sK=s$. The denominator is positive because $1-qR$ is a positive operator for $s>0$.

As $R'$ has no negative eigenvalues, $V\ge q\langle\varepsilon,\varepsilon\rangle$. Replacing $D-qV$ by the larger $D$ can only reduce the fraction. Hence
$$\Delta\ge\frac{s(1-s)\,\mathrm{Var}(e)}{D^2},$$
where $\mathrm{Var}(e)=\langle\varepsilon,\varepsilon\rangle$. The deficit starts at second order in the variation of the escape probability.

## Cylindrical holes

For a cylinder of diameter $d$ and depth $L$, $K$ depends on the aspect ratio $L/d$ alone, because scaling all lengths together leaves the exchange probabilities unchanged. Dividing the wall into rings and the bottom into annuli, and solving the flux balance between them, gives:

| $L/d$ | $K$ | $s=0.05$ | $s=0.2$ | $s=0.5$ |
|---|---|---|---|---|
| 1 | 0.514 | 0.955 | 0.841 | 0.679 |
| 2 | 0.357 | 0.917 | 0.735 | 0.526 |
| 5 | 0.191 | 0.825 | 0.541 | 0.321 |
| 10 | 0.109 | 0.711 | 0.380 | 0.197 |
| 20 | 0.0595 | 0.559 | 0.240 | 0.112 |

The last three columns are $v_b/v_t$ from the boxed formula. The wall was divided into 400 rings, which is coarse for the deepest hole: with finer division $K$ at $L/d=20$ settles at 0.05945 and the entry for $s=0.05$ becomes 0.558. The other entries keep the digits shown. At $L/d=20$ and $s=0.5$, the limit $K/s$ gives 0.119, close to 0.112. At $s=0.05$ it would give 1.19, which is impossible: there $K$ is not small compared with $s$.

The formula was tested against the full flux balance with the bottom as one uniform element, for $L/d=1,5,10$ and five values of $s$ from 0 to 1. The largest difference was $3.7\times10^{-15}$, which is rounding error. With the bottom divided into 20 annuli, for the same depths and $s=0.05,0.2,0.5$, the formula lay above the resolved flux each time, by at most $7.3\times10^{-4}$ in $v_b/v_t$.

## Worked example: fluorine in a silicon via

Take a via with $d=2$ µm and $L=20$ µm, at 300 K. The gas contains 20 mTorr of fluorine atoms in a total of 40 mTorr, and $s=0.05$. The walls are passivated. The product is SiF$_4$, so four reacted F atoms remove one Si atom.

With $K=0.1093$,
$$D=0.1093+0.05-0.0055=0.1538,\qquad \frac{v_b}{v_t}=\frac{0.1093}{0.1538}\simeq0.711 .$$

For a Maxwell gas of density $p/kT$ and particle mass $m$, integrating the velocity component towards the surface gives
$$v_t=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .$$
For the fluorine atoms this is $9.31\times10^{18}$ cm$^{-2}$s$^{-1}$. The flux at the bottom is $0.711$ times as large, $6.61\times10^{18}$ cm$^{-2}$s$^{-1}$.

The etch rate is the number of Si atoms removed per area and time, divided by their density $n_{\rm Si}=4.99\times10^{22}$ cm$^{-3}$. At the open surface,
$$\frac{sv_t}{4n_{\rm Si}}=\frac{0.05\times9.31\times10^{18}}{4\times4.99\times10^{22}}\ \text{cm/s}=2.33\times10^{-6}\ \text{cm/s}\simeq1.40\ \text{µm/min}.$$
At the via bottom the rate is $0.711\times1.40\simeq0.99$ µm/min.

Tracing individual particles through the same hole gave $K=0.1095\pm0.0007$ and $v_b/v_t=0.714\pm0.006$ (standard errors), in agreement with these values.

With the bottom divided into 20 annuli, the escape probability varies over it with a standard deviation of 0.00748 (0.00753 when the bottom is resolved point by point, which leaves the two-digit results below unchanged). The lower bound on the deficit is
$$\frac{0.05\times0.95\times(0.00748)^2}{(0.154)^2}\simeq1.1\times10^{-4},$$
and the resolved calculation gives $1.2\times10^{-4}$. This is about 0.02% of the flux ratio. Uniform re-emission is a harmless assumption here.

**Time to etch the via.** The tabulated $K$ can be written as $1/K-1=c\,L/d$, where $c$ falls slowly from 0.94 at $L/d=1$ to 0.81 at $L/d=10$. Treat $c$ as constant at 0.85 for an estimate, and let $r_0$ be the open-surface rate. If the gas supply and $s$ stay fixed during the etch,
$$\frac{dL}{dt}=\frac{r_0}{1+scL/d}\quad\Longrightarrow\quad r_0t=L+\frac{scL^2}{2d}.$$
For $L=20$ µm the second term is $0.05\times0.85\times400/4\simeq4.3$ µm. The time is $24.3/1.40\simeq17$ min, against about 14 min at the open-surface rate.

## Removal that does not scale with the neutral flux

Ions can remove silicon at a rate set by the ion current. Let this consume neutrals at a fixed rate $C$ per bottom area, in addition to $sv_b$. The re-emitted flux is then $(1-s)v_b-C$, which must not be negative. The balance becomes
$$v_b=Kv_t+(1-K)\left[(1-s)v_b-C\right],$$
so
$$v_b=\frac{Kv_t-(1-K)C}{D}.$$

Assume 1 mA/cm$^2$ of singly charged ions reaching the bottom, each removing five extra Si atoms as SiF$_4$. This adds 0.375 µm/min. Since 1.398 µm/min corresponds to a consumption of $0.05v_t$, the extra consumption is
$$C=0.05\,v_t\times\frac{0.375}{1.398}=0.0134\,v_t .$$
The flux ratio falls to $0.711-0.891\times0.0134/0.154\simeq0.633$.

The ratio of total consumption behaves differently. At the bottom,
$$sv_b+C=\frac{sKv_t+\left[D-s(1-K)\right]C}{D}=\frac KD\,(sv_t+C),$$
because $D-s(1-K)=K$. If the open surface has the same $s$ and the same $C$, the ratio of total etch rates is still $K/D$. Here the rates are $0.633\times1.398+0.375\simeq1.26$ and $1.398+0.375\simeq1.77$ µm/min, with ratio 0.71. This would change if the via walls intercepted part of the ion current.

## Conditions for the real process

Rates of micrometres per minute are typical of deep silicon etching with fluorine-based plasmas. The value $s=0.05$ is an assumed effective probability for a surface exposed to the plasma. Without ion bombardment, fluorine atoms near room temperature can react with silicon much less often; with $s=0.002$ the formula gives a flux ratio of 0.98 for this via. The example therefore assumes that the ion-assisted part of $s$ scales with the neutral flux. Removal set by the ion current belongs in $C$ instead, and must not be counted in both. If ions raise $s$, it may also differ between the open surface and the bottom, and the ratio of etch rates is then no longer $v_b/v_t$. The fluorine pressure is a chosen value, and the calculated neutral etch rates scale with it. Real processes protect the walls with a deposited film, often in alternating deposition and etching steps, and ions help to clear the bottom. The steady model leaves out the time spent on deposition and clearing. The assumption of inert walls needs particular care, because a small loss there has a large effect.

The wall area of this via is $4L/d=40$ times its bottom area. A wall loss probability of only 0.001, with a wall flux of order $v_t$, would consume about $0.04v_t$ per bottom area. The bottom itself consumes $0.05\times0.711v_t\simeq0.036v_t$. The full flux balance, with $s=0.05$ held fixed at the bottom, gives:

| wall loss per strike | $v_b/v_t$ |
|---|---|
| 0 | 0.711 |
| 0.001 | 0.618 |
| 0.01 | 0.25 |
| 0.05 | 0.037 |

The last row has walls as reactive as the bottom. Bare silicon walls that receive few ions would react less often; with the value 0.002 used above, the flux ratio would lie between those of the second and third rows. In the last row the flux ratio is about 95% below the inert-wall value. Wherever the wall loss comes from etching, the shape would not stay fixed.

Temperature enters through $s$. If all of $s$ is thermally activated, with an assumed energy of 0.1 eV, a wafer 20 K warmer has $s=0.064$ and a flux ratio of 0.66, for the same incoming flux. A part of $s$ that is driven by ions need not follow this law. With these values the bottom still etches faster, because the product $sv_b/v_t$ rises from 0.036 to 0.042.

Collisions in the gas matter little. For an assumed collision diameter of 0.4 nm the mean free path is about 1.1 mm, some 550 via diameters and 55 depths, so few flights between surfaces are interrupted.

The product gas does not change this. Let $J=sv_b/4$ be the SiF$_4$ flux created at the bottom. In steady state the total outgoing product flux, returns included, must be $J/K$, since a fraction $K$ of it escapes. The corresponding pressure scale is 3.8 mTorr, about a tenth of the total gas pressure.

A steady state of the gas in the via is also justified, provided particles do not dwell long on the walls. Suppose the via holds fluorine at the outside density, which somewhat overestimates its content. Dividing this content by the rate at which the bottom consumes fluorine gives a renewal time of about 4 µs. In that time the bottom moves by about $6\times10^{-5}$ nm. The reacting surface renews more slowly: removing one atomic layer of silicon, 0.136 nm, takes about 8 ms. This is still short against the 2 min needed to deepen the via by one diameter. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
via diameter, depth: 2.0, 20.0 um
aspect ratio: 10.0
temperature: 300 K
F pressure, total: 20, 40 mTorr
bottom reaction probability s: 0.050
transmission K (exchange areas): 0.1093
K by tracing: 0.1095 +- 0.0007
K+s-Ks: 0.1539
flux ratio, formula: 0.7106
flux ratio, resolved bottom: 0.7105
flux ratio by tracing: 0.714 +- 0.006
repeat-strike probability: 0.8461
F flux at mouth: 9.306e+18 /cm2/s
F flux at bottom: 6.613e+18 /cm2/s
Si atom density: 4.994e+22 /cm3
etch rate, open surface: 1.398 um/min
etch rate, via bottom: 0.993 um/min
aspect ratio | K | flux ratio for s=0.05, 0.2, 0.5
   1 | 0.5142 | 0.955, 0.841, 0.679
   2 | 0.3566 | 0.917, 0.735, 0.526
   5 | 0.1909 | 0.825, 0.541, 0.321
  10 | 0.1093 | 0.711, 0.380, 0.197
  20 | 0.0595 | 0.559, 0.240, 0.112
largest error, uniform bottom: 3.7e-15
largest deficit, resolved bottom: 7.27e-04
escape-probability std over bottom: 0.00748
example deficit: 1.22e-04
lower bound on that deficit: 1.12e-04
flux ratio, wall loss 0.001: 0.6183
flux ratio, wall loss 0.010: 0.2495
flux ratio, wall loss 0.050: 0.0371
tracing, wall loss 0.010: 0.246 +- 0.004
assumed collision diameter: 0.4 nm
mean free path: 1093 um
mean free path / depth: 55
SiF4 pressure scale at bottom: 3.80 mTorr
gas renewal time: 3.89 us
depth etched in that time: 6.4e-05 nm
assumed ion current: 1.0 mA/cm2
assumed extra Si per ion: 5.0
ion-assisted extra rate: 0.375 um/min
flux ratio with ion-assisted loss: 0.6329
assumed activation energy: 0.10 eV
s on wafer 20 K warmer: 0.0637
flux ratio on warmer wafer: 0.6585
```
